# Steady current of one-way hard-core hopping on a finite ring: verification in Python

```python
"""
Hard-core particles hopping one way on a ring, in continuous time.
Result under test: the steady current per bond is
    J = p n (L - n) / (L (L - 1)),
which exceeds the mean-field product p rho (1 - rho) by p rho (1 - rho)/(L - 1).
L: sites, n: particles, p: forward hop rate, rho = n/L,
q: backward hop rate (zero in the model itself).
The formula is compared with null vectors of the master equation, built from
the hopping rules alone, and with a kinetic Monte Carlo run.
"""
import random
from collections import Counter
from fractions import Fraction
from itertools import combinations, product
import numpy as np


def formula_current(L, n, p):
    return p * n * (L - n) / (L * (L - 1))


def configurations(L, n):
    return [tuple(1 if i in chosen else 0 for i in range(L))
            for chosen in map(set, combinations(range(L), n))]


def moved(state, source, target):
    new = list(state)
    new[source], new[target] = 0, 1
    return tuple(new)


def null_vector(matrix):
    """Normalized stationary weights; also checks that they are unique."""
    _, singular, vh = np.linalg.svd(matrix)
    assert singular[-1] < 1e-10
    assert singular[-2] > 1e-6
    return vh[-1] / vh[-1].sum()


def solve_ring(L, n, forward_rate, q=0.0):
    """Stationary weights and net current through each bond."""
    states = configurations(L, n)
    index = {s: k for k, s in enumerate(states)}
    generator = np.zeros((len(states), len(states)))
    bond_flow = np.zeros((L, len(states)))
    for k, s in enumerate(states):
        for i in range(L):
            j = (i + 1) % L
            if s[i] == 1 and s[j] == 0:
                rate, new, sign = forward_rate(s, i), moved(s, i, j), 1
            elif s[i] == 0 and s[j] == 1:
                rate, new, sign = q, moved(s, j, i), -1
            else:
                continue
            generator[index[new], k] += rate
            generator[k, k] -= rate
            bond_flow[i, k] += sign * rate
    weights = null_vector(generator)
    currents = bond_flow @ weights
    assert np.ptp(currents) < 1e-9
    return np.array(states), weights, currents


def movable_sites(state):
    L = len(state)
    return [i for i in range(L) if state[i] and not state[(i + 1) % L]]


# Master equation against the formula, for all small rings
p = 2.0
largest_error = 0.0
cases = 0
for size in range(2, 9):
    for number in range(1, size):
        occ, w, flow = solve_ring(size, number, lambda s, i: p)
        assert np.allclose(w, 1 / len(w), atol=1e-10)
        error = abs(flow[0] - formula_current(size, number, p))
        largest_error = max(largest_error, error)
        cases += 1
assert largest_error < 1e-9

# Worked example
L, n = 10, 4
rho = n / L
J = formula_current(L, n, p)
J_mf = p * rho * (1 - rho)
occ, weights, flow = solve_ring(L, n, lambda s, i: p)
J_master = flow.mean()
assert abs(J_master - J) < 1e-9
assert np.allclose(weights, 1 / len(weights), atol=1e-10)
assert abs((J_master - J_mf) - J_mf / (L - 1)) < 1e-9
mean_occ = weights @ occ
covariance = [weights @ (occ[:, 0] * occ[:, d]) - mean_occ[0] * mean_occ[d]
              for d in range(L)]
assert abs(covariance[0] - rho * (1 - rho)) < 1e-9
assert np.allclose(covariance[1:], -rho * (1 - rho) / (L - 1), atol=1e-9)

# Hand count: configurations sorted by the number of movable particles
states = configurations(L, n)
tally = Counter(len(movable_sites(s)) for s in states)
mean_movable = sum(m * c for m, c in tally.items()) / len(states)
assert abs(p * mean_movable / L - J_master) < 1e-9

# Rejection-free kinetic Monte Carlo, first block discarded
rng = random.Random(12345)
site = [1] * n + [0] * (L - n)
blocks, events = 51, 8000
block_current = []
for block in range(blocks):
    elapsed = 0.0
    for _ in range(events):
        free = movable_sites(site)
        elapsed += rng.expovariate(p * len(free))
        i = free[int(rng.random() * len(free))]
        site[i], site[(i + 1) % L] = 0, 1
    block_current.append(events / (L * elapsed))
sample = np.array(block_current[1:])
J_kmc = sample.mean()
J_kmc_error = sample.std(ddof=1) / np.sqrt(len(sample))
assert abs(J_kmc - J) < 5 * J_kmc_error
assert abs(J_kmc - J_mf) > 10 * J_kmc_error

# Effects outside the model, for the same ring
q = 0.05 * p
_, w_back, flow_back = solve_ring(L, n, lambda s, i: p, q)
J_back = flow_back.mean()
assert np.allclose(w_back, 1 / len(w_back), atol=1e-10)
assert abs(J_back - formula_current(L, n, p - q)) < 1e-9

slow_factor = 0.5
_, w_slow, flow_slow = solve_ring(
    L, n, lambda s, i: p * (slow_factor if i == 0 else 1.0))
J_slow = flow_slow.mean()
assert np.ptp(w_slow) > 1e-4 and J_slow < 0.99 * J

push_factor = 1.5
_, w_push, flow_push = solve_ring(
    L, n, lambda s, i: p * (push_factor if s[i - 1] else 1.0))
J_push = flow_push.mean()
assert np.ptp(w_push) > 1e-4 and J_push > 1.01 * J

# Simultaneous updating: every movable particle hops with probability u
u = 0.5
index = {s: k for k, s in enumerate(states)}
transition = np.zeros((len(states), len(states)))
for k, s in enumerate(states):
    free = movable_sites(s)
    for choice in product((0, 1), repeat=len(free)):
        new, probability = s, 1.0
        for i, hops in zip(free, choice):
            probability *= u if hops else 1 - u
            if hops:
                new = moved(new, i, (i + 1) % L)
        transition[index[new], k] += probability
w_parallel = null_vector(transition - np.eye(len(states)))
J_parallel = u * sum(w * len(movable_sites(s))
                     for w, s in zip(w_parallel, states)) / L
J_equal_weights = formula_current(L, n, u)
assert np.ptp(w_parallel) > 1e-4
assert abs(J_parallel - J_equal_weights) > 0.005

# Smallest ring with a relative excess of at most one per cent
size = 2
while (Fraction(size - 1, size * (size - 1))
       / (Fraction(1, size) * Fraction(size - 1, size)) - 1
       > Fraction(1, 100)):
    size += 1

print(f"small rings checked: {cases} (L = 2 to 8, all n)")
print(f"largest current error there: {largest_error:.1e} 1/s")
print(f"example: L = {L} sites, n = {n} particles, p = {p:.1f} 1/s")
print(f"density rho = {rho:.2f} per site")
print(f"number of configurations = {len(states)}")
for m in sorted(tally):
    print(f"  with {m} movable particles: {tally[m]} configurations")
print(f"mean number of movable particles = {mean_movable:.5f}")
print(f"J, formula = {J:.5f} 1/s")
print(f"J, master equation = {J_master:.5f} 1/s")
print(f"J, Monte Carlo = {J_kmc:.5f} +- {J_kmc_error:.5f} 1/s")
print(f"Monte Carlo hops used = {events * len(sample)}")
print(f"J, mean field = {J_mf:.5f} 1/s")
print(f"excess over mean field = {J_master - J_mf:.5f} 1/s")
print(f"relative excess = {100 * (J_master / J_mf - 1):.3f} %")
print(f"mean particle speed = {J_master * L / n:.5f} sites/s")
print(f"occupation variance = {covariance[0]:.5f}")
print(f"covariance, distance 1 = {covariance[1]:.5f}")
print(f"covariance, distance 5 = {covariance[5]:.5f}")
print("approach to mean field at rho = 0.4, p as above:")
for ring in (5, 10, 20, 50, 100):
    value = formula_current(ring, 2 * ring // 5, p)
    print(f"  L = {ring}: J = {value:.5f} 1/s, "
          f"excess = {100 * (value / J_mf - 1):.3f} %")
print(f"smallest L with excess of at most 1 % = {size}")
print("effects outside the model, same ring:")
print(f"  back hops q = {q:.2f} 1/s: J = {J_back:.5f} 1/s, "
      f"change {100 * (J_back / J - 1):.2f} %")
print(f"  one bond at factor {slow_factor}: J = {J_slow:.5f} 1/s, "
      f"change {100 * (J_slow / J - 1):.2f} %")
print(f"  push factor {push_factor}: J = {J_push:.5f} 1/s, "
      f"change {100 * (J_push / J - 1):.2f} %")
print(f"  simultaneous, u = {u}: J = {J_parallel:.5f} per step")
print(f"  equal weights would give {J_equal_weights:.5f} per step")
print(f"  simultaneous/equal-weight - 1 = "
      f"{100 * (J_parallel / J_equal_weights - 1):.2f} %")
print("no test failed")
```

Running it gives:

```
small rings checked: 28 (L = 2 to 8, all n)
largest current error there: 1.8e-15 1/s
example: L = 10 sites, n = 4 particles, p = 2.0 1/s
density rho = 0.40 per site
number of configurations = 210
  with 1 movable particles: 10 configurations
  with 2 movable particles: 75 configurations
  with 3 movable particles: 100 configurations
  with 4 movable particles: 25 configurations
mean number of movable particles = 2.66667
J, formula = 0.53333 1/s
J, master equation = 0.53333 1/s
J, Monte Carlo = 0.53274 +- 0.00100 1/s
Monte Carlo hops used = 400000
J, mean field = 0.48000 1/s
excess over mean field = 0.05333 1/s
relative excess = 11.111 %
mean particle speed = 1.33333 sites/s
occupation variance = 0.24000
covariance, distance 1 = -0.02667
covariance, distance 5 = -0.02667
approach to mean field at rho = 0.4, p as above:
  L = 5: J = 0.60000 1/s, excess = 25.000 %
  L = 10: J = 0.53333 1/s, excess = 11.111 %
  L = 20: J = 0.50526 1/s, excess = 5.263 %
  L = 50: J = 0.48980 1/s, excess = 2.041 %
  L = 100: J = 0.48485 1/s, excess = 1.010 %
smallest L with excess of at most 1 % = 101
effects outside the model, same ring:
  back hops q = 0.10 1/s: J = 0.50667 1/s, change -5.00 %
  one bond at factor 0.5: J = 0.46772 1/s, change -12.30 %
  push factor 1.5: J = 0.66686 1/s, change 25.04 %
  simultaneous, u = 0.5: J = 0.15197 per step
  equal weights would give 0.13333 per step
  simultaneous/equal-weight - 1 = 13.98 %
no test failed
```
